# Real DIIS Coefficients for Complex Two-Component Fock Matrices: a program that tests the result

```python
# Result under test: DIIS for complex Hermitian Fock matrices F_i needs only real
# coefficients c_i (sum c_i = 1).  With errors e_i = [F_i, D_i] the overlap
# B_ij = Tr(e_i^dagger e_j) is real by itself.  If only one triangle of e_i is
# stored (off-diagonal weight sqrt 2), B becomes complex, and its real part is
# the full overlap.  Complex coefficients then spoil hermiticity and do not
# lower the full error.
# D_i: density matrix; all matrices are in a Loewdin-orthonormalized basis.
# Hartree atomic units.
import numpy as np
from pyscf import gto, scf


def pack(e):
    """Upper triangle with weight sqrt(2), followed by the diagonal."""
    upper = np.triu_indices(e.shape[0], 1)
    return np.concatenate([np.sqrt(2) * e[upper], np.diag(e)])


def overlap(vectors):
    v = np.array(vectors)
    return v.conj() @ v.T


def diis_solve(B):
    """Minimize c^dagger B c with sum(c) = 1 (bordered, scaled equations)."""
    m = len(B)
    d = np.sqrt(np.diag(B).real)
    u = d.min() / d
    A = np.zeros((m + 1, m + 1), dtype=B.dtype)
    A[:m, :m] = B / np.outer(d, d)
    A[:m, m] = u
    A[m, :m] = u
    rhs = np.zeros(m + 1, dtype=B.dtype)
    rhs[m] = 1
    return u * np.linalg.solve(A, rhs)[:m]


def combine(c, matrices):
    return np.einsum('i,ipq->pq', c, np.array(matrices))


def norm(a):
    return np.linalg.norm(a)


# ---------- two-level example ----------
D2 = np.diag([1.0, 0.0])
F2 = [np.array([[-1, x], [np.conj(x), 1]]) for x in (0.2 + 0j, 0.2j)]
e2 = [F @ D2 - D2 @ F for F in F2]
B2 = overlap([pack(e) for e in e2])
c2_complex, c2_real = diis_solve(B2), diis_solve(B2.real)
stored2 = norm(pack(combine(c2_complex, e2)))
full2_complex = norm(combine(c2_complex, e2))
full2_real = norm(combine(c2_real, e2))
F2c = combine(c2_complex, F2)
assert stored2 < 1e-12 and full2_complex > full2_real + 0.01
assert norm(F2c - F2c.conj().T) > 0.01
print("TWO-LEVEL EXAMPLE (energies in hartree)")
print("complex coefficients:", np.round(c2_complex, 4))
print("real coefficients:", np.round(c2_real, 4))
print(f"error norm of each single matrix: {norm(e2[0]):.4f}, {norm(e2[1]):.4f}")
print(f"complex c: stored-triangle error {stored2:.4f}, full error {full2_complex:.4f}")
print(f"real c: full error {full2_real:.4f}")
print("combined F, complex c, row 1:", np.round(F2c[0], 4) + 0)
print("combined F, complex c, row 2:", np.round(F2c[1], 4) + 0)

# ---------- H2Se, two-component Hartree-Fock with X2C spin-orbit ----------
bond = 2.8
mol = gto.M(atom=[['Se', (0, 0, 0)], ['H', (bond, 0, 0)], ['H', (0, bond, 0)]],
            unit='Bohr', basis='def2-svp', verbose=0)
mf = scf.GHF(mol).x2c1e()
mf.conv_tol = 1e-10
mf.max_cycle = 100
n, nocc = mol.nao, mol.nelectron
S = np.kron(np.eye(2), mol.intor('int1e_ovlp'))
s, U = np.linalg.eigh(S)
X = (U / np.sqrt(s)) @ U.T
X_inv = (U * np.sqrt(s)) @ U.T
h_ao = np.asarray(mf.get_hcore())
h = X @ h_ao @ X
eri = mol.intor('int2e')
coulomb = eri.reshape(n * n, n * n)
exchange = np.ascontiguousarray(eri.transpose(0, 3, 1, 2)).reshape(n * n, n * n)


def fock(D):
    P = (X @ D @ X).reshape(2, n, 2, n)
    total = (P[0, :, 0] + P[1, :, 1]).real.reshape(-1)
    J = (coulomb @ total).reshape(n, n)
    blocks = P.transpose(1, 3, 0, 2).reshape(n * n, 4)
    K = exchange @ blocks.real + 1j * (exchange @ blocks.imag)
    K = K.reshape(n, n, 2, 2).transpose(2, 0, 3, 1).reshape(2 * n, 2 * n)
    return h + X @ (np.kron(np.eye(2), J) - K) @ X


def density(C):
    return C[:, :nocc] @ C[:, :nocc].conj().T


rng = np.random.default_rng(7)
noise_size = 0.01
noise = rng.normal(size=(2 * n, 2 * n)) + 1j * rng.normal(size=(2 * n, 2 * n))
noise = noise_size * (noise + noise.conj().T) / 2
guess = X_inv @ np.asarray(mf.get_init_guess()) @ X_inv
C_start = np.linalg.eigh(fock(guess) + noise)[1]
threshold, max_iter, window = 1e-6, 60, 8


def coefficients(errors, scheme):
    if scheme == 'full':
        return diis_solve(overlap([e.ravel() for e in errors]))
    packed = [pack(e) for e in errors]
    if scheme == 'real B':
        return diis_solve(overlap(packed).real)
    if scheme == 'real errors':
        return diis_solve(overlap([p.real for p in packed]))
    c = diis_solve(overlap(packed))
    return c.real if scheme == 'real of c' else c


def run_scf(scheme, triangle='L'):
    C, history, largest_imag = C_start, [], 0.0
    for iteration in range(1, max_iter + 1):
        D = density(C)
        F = fock(D)
        e = F @ D - D @ F
        energy = 0.5 * np.trace((h + F) @ D).real + mol.energy_nuc()
        history.append((F, D, e, C))
        if norm(e) < threshold:
            break
        recent = history[-window:]
        c = coefficients([r[2] for r in recent], scheme)
        largest_imag = max(largest_imag, np.abs(np.imag(c)).max())
        F_mix = combine(c, [r[0] for r in recent])
        C = np.linalg.eigh(F_mix, UPLO=triangle)[1]
    return dict(energy=energy, iterations=iteration, error=norm(e),
                imag=largest_imag, history=history)


reference = run_scf('real B')
energy_pyscf = mf.kernel()
assert mf.converged and reference['error'] < threshold
assert abs(reference['energy'] - energy_pyscf) < 1e-6
F_final = reference['history'][-1][0]
assert np.abs(F_final.imag).max() > 1e-4
print("H2Se, X2C two-component Hartree-Fock, def2-SVP")
print(f"bond length {bond} bohr, angle 90 degrees; {nocc} electrons, {2*n} spinors")
print(f"size of random start perturbation: {noise_size} hartree")
print(f"energy, this program: {reference['energy']:.7f} hartree")
print(f"energy, pyscf SCF:    {energy_pyscf:.7f} hartree")
print(f"largest |Im F| element at convergence: {np.abs(F_final.imag).max():.4f} hartree")

# ---------- overlap matrices and coefficients from the first five iterates ----------
Fs, Ds, es, Cs = zip(*reference['history'][:5])
packed = [pack(e) for e in es]
B_full, B_packed = overlap([e.ravel() for e in es]), overlap(packed)
d = np.sqrt(np.diag(B_full).real)
scale = np.outer(d, d)
imag_full = np.abs(B_full.imag / scale).max()
imag_packed = np.abs(B_packed.imag / scale).max()
assert max(norm(e + e.conj().T) for e in es) < 1e-9
assert imag_full < 1e-10 and imag_packed > 1e-5
assert np.abs((B_packed.real - B_full.real) / scale).max() < 1e-10

c_full = diis_solve(B_full)                  # complex values allowed
c_real = diis_solve(B_packed.real)
c_complex = diis_solve(B_packed)
c_cut = c_complex.real                       # real part taken afterwards
c_blind = diis_solve(overlap([p.real for p in packed]))
assert np.abs(c_full.imag).max() < 1e-7
assert np.abs(c_full - c_real).max() < 1e-6
assert np.abs(c_complex.imag).max() > 1e-6

# independent road: least squares for stacked real and imaginary parts
stacked = np.array([np.concatenate([e.real.ravel(), e.imag.ravel()]) for e in es])
free = np.linalg.lstsq((stacked[:-1] - stacked[-1]).T, -stacked[-1], rcond=None)[0]
c_direct = np.append(free, 1 - free.sum())
assert np.abs(c_direct - c_real).max() < 1e-6


def full_error(c):
    return norm(combine(c, es))


best = full_error(c_real)
x, y = c_complex.real, c_complex.imag
split = x @ B_full.real @ x + y @ B_full.real @ y
assert abs(full_error(c_complex)**2 / split - 1) < 1e-6
stored_complex = norm(pack(combine(c_complex, es)))
assert stored_complex < best < full_error(c_complex)
assert full_error(c_cut) >= best * (1 - 1e-9)
assert full_error(c_blind) > best * (1 + 1e-6)

F_complex, F_real = combine(c_complex, Fs), combine(c_real, Fs)
skew = F_complex - F_complex.conj().T
predicted = 2j * sum(c.imag * (F - Fs[-1]) for c, F in zip(c_complex, Fs))
assert norm(skew - predicted) < 1e-8 and norm(skew) > 1e-6
assert norm(F_real - F_real.conj().T) < 1e-8
imag_levels = np.abs(np.linalg.eigvals(F_complex).imag).max()

print("FIVE ITERATES (error norms in hartree)")
print("error norms:", " ".join(f"{v:.5f}" for v in d))
print(f"largest |Im B_ij|/(|e_i||e_j|), full commutator: {imag_full:.1e}")
print(f"largest |Im B_ij|/(|e_i||e_j|), packed triangle: {imag_packed:.5f}")
print("c, real:         ", " ".join(f"{v:.5f}" for v in c_real))
print("c, complex, Re:  ", " ".join(f"{v:.5f}" for v in x))
print("c, complex, Im:  ", " ".join(f"{v:.5f}" for v in y))
print(f"largest |Im c|, full commutator, complex allowed: {np.abs(c_full.imag).max():.1e}")
print(f"combined full error, real c: {best:.6e}")
print(f"combined full error, complex c: {full_error(c_complex):.6e}")
print(f"stored-triangle error, complex c: {stored_complex:.6e}")
print(f"combined full error, Re of complex c: {full_error(c_cut):.6e}")
print(f"combined full error, c from real parts of errors: {full_error(c_blind):.6e}")
print(f"norm of F - F^dagger, complex c: {norm(skew):.4e} hartree")
print(f"largest |Im eigenvalue| of F, complex c: {imag_levels:.4e} hartree")

# ---------- orbital phases and occupied-virtual gradients ----------


def gradient(F, C):
    return C[:, nocc:].conj().T @ F @ C[:, :nocc]


g0, g1 = gradient(Fs[0], Cs[0]), gradient(Fs[1], Cs[1])
assert abs(norm(es[1])**2 / (2 * norm(g1)**2) - 1) < 1e-8
C_phase = Cs[1] * np.exp(2j * np.pi * rng.random(2 * n))
g1_phase = gradient(Fs[1], C_phase)
D_phase = density(C_phase)
e1_phase = Fs[1] @ D_phase - D_phase @ Fs[1]
before, after = np.vdot(g0, g1).real, np.vdot(g0, g1_phase).real
unit = norm(g0) * norm(g1)
assert abs(before - after) / unit > 1e-4
assert norm(e1_phase - es[1]) < 1e-9
print("ORBITAL PHASES, iterates 1 and 2 (normalized real overlaps, no unit)")
print(f"own-orbital gradients: {before/unit:.5f}; after new phases: {after/unit:.5f}")
after_full = np.vdot(es[0], e1_phase).real / (d[0] * d[1])
print(f"commutators: {B_full[0, 1].real/scale[0, 1]:.5f}; after new phases: {after_full:.5f}")

# ---------- complete SCF runs ----------
runs = [("packed, Re B", reference),
        ("full commutator, complex allowed", run_scf('full')),
        ("packed, complex c, lower triangle read", run_scf('complex', 'L')),
        ("packed, complex c, upper triangle read", run_scf('complex', 'U')),
        ("packed, Re of complex c", run_scf('real of c')),
        ("real parts of errors only", run_scf('real errors'))]
assert runs[1][1]['error'] < threshold
assert abs(runs[1][1]['energy'] - reference['energy']) < 1e-7
print(f"SCF RUNS: stop at error < {threshold:.0e} hartree or {max_iter} iterations")
for label, r in runs:
    state = "converged" if r['error'] < threshold else "NOT converged"
    print(f"{label}: {r['iterations']} iterations, {state}")
    print(f"   error {r['error']:.1e}, E - E_ref {r['energy']-reference['energy']:.1e}"
          f" hartree, max |Im c| {r['imag']:.1e}")
print("done: every assertion held")
```

Running it gives:

```
TWO-LEVEL EXAMPLE (energies in hartree)
complex coefficients: [0.5-0.5j 0.5+0.5j]
real coefficients: [0.5 0.5]
error norm of each single matrix: 0.2828, 0.2828
complex c: stored-triangle error 0.0000, full error 0.2828
real c: full error 0.2000
combined F, complex c, row 1: [-1.+0.j  0.+0.j]
combined F, complex c, row 2: [0.2-0.2j 1. +0.j ]
H2Se, X2C two-component Hartree-Fock, def2-SVP
bond length 2.8 bohr, angle 90 degrees; 36 electrons, 84 spinors
size of random start perturbation: 0.01 hartree
energy, this program: -2422.5923361 hartree
energy, pyscf SCF:    -2422.5923361 hartree
largest |Im F| element at convergence: 0.5495 hartree
FIVE ITERATES (error norms in hartree)
error norms: 0.59818 0.12050 0.04883 0.01412 0.00573
largest |Im B_ij|/(|e_i||e_j|), full commutator: 1.2e-13
largest |Im B_ij|/(|e_i||e_j|), packed triangle: 0.02268
c, real:          0.00278 -0.00676 -0.05223 -0.16623 1.22244
c, complex, Re:   0.00278 -0.00678 -0.05225 -0.16617 1.22241
c, complex, Im:   0.00004 0.00034 -0.00112 -0.00440 0.00514
largest |Im c|, full commutator, complex allowed: 1.1e-13
combined full error, real c: 5.067141e-03
combined full error, complex c: 5.067482e-03
stored-triangle error, complex c: 5.066801e-03
combined full error, Re of complex c: 5.067141e-03
combined full error, c from real parts of errors: 5.127542e-03
norm of F - F^dagger, complex c: 2.0507e-04 hartree
largest |Im eigenvalue| of F, complex c: 2.0556e-05 hartree
ORBITAL PHASES, iterates 1 and 2 (normalized real overlaps, no unit)
own-orbital gradients: 0.02691; after new phases: -0.00437
commutators: 0.32684; after new phases: 0.32684
SCF RUNS: stop at error < 1e-06 hartree or 60 iterations
packed, Re B: 16 iterations, converged
   error 4.6e-07, E - E_ref 0.0e+00 hartree, max |Im c| 0.0e+00
full commutator, complex allowed: 16 iterations, converged
   error 4.6e-07, E - E_ref -9.1e-13 hartree, max |Im c| 1.3e-09
packed, complex c, lower triangle read: 60 iterations, NOT converged
   error 1.2e-04, E - E_ref 3.3e-08 hartree, max |Im c| 9.6e+00
packed, complex c, upper triangle read: 16 iterations, converged
   error 5.7e-07, E - E_ref -9.1e-13 hartree, max |Im c| 1.4e-01
packed, Re of complex c: 16 iterations, converged
   error 4.6e-07, E - E_ref -9.1e-13 hartree, max |Im c| 0.0e+00
real parts of errors only: 16 iterations, converged
   error 4.8e-07, E - E_ref 0.0e+00 hartree, max |Im c| 0.0e+00
done: every assertion held
```
